# Adatom Diffusivity from Nearest-Neighbour Hopping on a Square Lattice, part 2

An adatom, a single atom adsorbed on a crystal surface, hops between nearest sites of a square lattice with spacing $a$. The problem is to relate its diffusivity $D$ to its hop rate. The terrace is large and perfect, with no other adatoms. In a short time $dt$ the adatom hops in a given direction with probability $k\,dt$, the same for all four directions and independent of earlier hops. The total hop rate is $\Gamma=4k$, and the mean residence time on a site is $1/\Gamma$.

The vector of hop number $i$ is $\mathbf s_i$, of length $a$. The displacement from the starting site is $\mathbf R_n$ after $n$ hops and $\mathbf R(t)$ after time $t$. Angle brackets denote an average over many independent repetitions. The diffusivity is defined by

$$
\langle R^2\rangle = 4Dt ,
$$

where the long-time slope is meant if the mean-square displacement becomes linear only after a while. With this definition $D$ is the coefficient in the diffusion equation

$$
\frac{\partial p}{\partial t}=D\nabla^2p ,
$$

where $p(\mathbf r,t)$ is the probability per unit area. Counting hops gave

$$
\langle R_n^2\rangle=na^2,\qquad \langle n\rangle=\Gamma t,\qquad \langle R^2\rangle=\Gamma a^2t,\qquad D=\frac{a^2\Gamma}{4}.
$$

The model surface of Stage 5 has $a=4.0$ angstrom, barrier $E=0.60$ eV, thermal energy $k_BT=0.06$ eV and attempt frequency $\nu=10^{13}$ s⁻¹ for each direction, so an attempt period is $10^{-13}$ s. The Arrhenius form $k=\nu\,e^{-E/k_BT}$, an input of the model, gives $k=4.54\times10^8$ s⁻¹, $\Gamma=1.816\times10^9$ s⁻¹ and $D=7.26\times10^9$ angstrom²/s. Numerical values are in eV, angstrom and seconds; the atomic unit of diffusivity is $\hbar/m_e$.

Stage 5 also mentioned running-on: if the energy gained in crossing a barrier is not lost quickly after arrival, the adatom may run on over the next barrier, and successive hops are correlated.

### Stage 7: the master equation

Instead of following one adatom, one can follow the probability $P(x,y,t)$ of finding it on the site $(x,y)$. In a time $dt$ this probability gains from the four neighbouring sites, each of which sends a fraction $k\,dt$ of its own probability, and it loses a fraction $4k\,dt$. Dividing by $dt$ gives the master equation

$$
\frac{dP(x,y)}{dt}=k\left[P(x+a,y)+P(x-a,y)+P(x,y+a)+P(x,y-a)-4P(x,y)\right].
$$

The mean-square displacement along $x$ follows by multiplying with $x^2$ and summing over all sites. The hops along $y$ contribute nothing, because they do not change $x$. In the terms with $P(x\pm a,y)$ the summation variable is shifted by one site, which turns $x^2P(x+a,y)$ into $(x-a)^2P(x,y)$ and $x^2P(x-a,y)$ into $(x+a)^2P(x,y)$:

$$
\frac{d\langle x^2\rangle}{dt}=k\sum_{x,y}P(x,y)\left[(x-a)^2+(x+a)^2-2x^2\right]=2ka^2 .
$$

The bracket equals $2a^2$ on every site, and the probabilities sum to one. The same holds for $y$, so

$$
\frac{d\langle R^2\rangle}{dt}=4ka^2=\Gamma a^2 ,
$$

as found by counting hops. No approximation for long times or large distances was made. Solving the master equation numerically gives $\langle R^2\rangle=160$, 320 and 640 angstrom² at $\Gamma t=10$, 20 and 40. These are $16\,\Gamma t$ angstrom², as required.

### Stage 8: unequal rates along the two axes

On many surfaces the two lattice directions are not equivalent, for instance when atoms are arranged in rows. Let $k_x$ be the rate for each of the two hops along $x$, and $k_y$ for each of the two along $y$. The spacing remains $a$ in both directions, and the total rate is $\Gamma=2k_x+2k_y$. The calculation of Stage 7 treated the axes separately and can be repeated with the new rates:

$$
\langle x^2\rangle=2k_xa^2t,\qquad \langle y^2\rangle=2k_ya^2t .
$$

Along a single axis the diffusivity is defined by $\langle x^2\rangle=2D_xt$. For equal axes the sum $2D_xt+2D_yt$ then becomes $4Dt$, consistent with the earlier definition. Hence

$$
D_x=a^2k_x,\qquad D_y=a^2k_y,\qquad
\frac{D_x+D_y}{2}=\frac{a^2(k_x+k_y)}{2}=\frac{a^2\Gamma}{4}.
$$

The formula $a^2\Gamma/4$ now gives the mean of the two diffusivities, and in general neither of them separately.

As a test, keep $\Gamma$ of the model surface and set $k_x=3k_y$. Then $\Gamma=8k_y$, so $k_y=\Gamma/8$ and $k_x=3\Gamma/8$. The formulas predict $D_x=\tfrac32D$ and $D_y=\tfrac12D$. The numerical solution gives $1.09\times10^{10}$ and $3.63\times10^{9}$ angstrom²/s, with the mean $7.26\times10^9$ angstrom²/s. In the limit $k_y\to0$ the adatom is confined to a row. Then $\Gamma=2k_x$ and $D_x=a^2\Gamma/2$, the result for hopping in one dimension.

### Stage 9: waves of probability and Fick's equation

Return to equal rates. A smooth variation of adatom density over the surface can be built from plane waves, and each wave decays at its own rate. Insert

$$
P(x,y,t)=A(t)\,e^{i(q_xx+q_yy)}
$$

into the master equation. Moving by one site along $x$ multiplies the wave by $e^{\pm iq_xa}$, and $e^{i\theta}+e^{-i\theta}=2\cos\theta$. The common factor cancels, which leaves

$$
\frac{dA}{dt}=k\left[2\cos q_xa+2\cos q_ya-4\right]A=-\lambda A ,
$$

with the decay rate

$$
\lambda(\mathbf q)=2k\left(2-\cos q_xa-\cos q_ya\right)
=\frac{\Gamma}{2}\left(2-\cos q_xa-\cos q_ya\right).
$$

For wavelengths long compared with $a$, use $1-\cos\theta=\theta^2/2-\theta^4/24+\dots$ for each axis:

$$
\lambda=\frac{\Gamma}{2}\left[\frac{a^2(q_x^2+q_y^2)}{2}-\frac{a^4(q_x^4+q_y^4)}{24}+\dots\right]
=\frac{\Gamma a^2}{4}\left[q^2-\frac{a^2(q_x^4+q_y^4)}{12}+\dots\right].
$$

The diffusion equation, also called Fick's equation, gives $Dq^2$ for the same wave, because $\nabla^2$ acting on it produces $-q^2$. The leading term therefore yields $D=a^2\Gamma/4$ a second time, without any mention of a mean-square displacement.

The leading term depends on $q^2$ alone. Long waves decay equally fast in all directions, although the lattice has only fourfold symmetry. The lattice directions appear in the correction. For a wave along an axis, $q_x^4+q_y^4=q^4$. For a wave along the diagonal, $q_x^2=q_y^2=q^2/2$ and the sum is $q^4/2$. To leading order,

$$
\frac{\lambda}{Dq^2}=1-\frac{(qa)^2}{12}\ \text{(axis)},\qquad
\frac{\lambda}{Dq^2}=1-\frac{(qa)^2}{24}\ \text{(diagonal)}.
$$

A periodic lattice of $24\times24$ sites tests this. All its decay rates, obtained by diagonalizing the master equation, agree with the formula for $\lambda$. The slowest nonzero one belongs to a wave along an axis with a wavelength of 24 spacings, so $qa=2\pi/24=0.262$. The correction is $(0.262)^2/12=0.0057$, and the predicted ratio is 0.9943. The computed rates are $3.094\times10^7$ s⁻¹ on the lattice and $3.112\times10^7$ s⁻¹ from Fick's equation, with the ratio 0.9943.

The opposite limit shows where Fick's equation fails. The shortest wave along $x$ has $q_xa=\pi$ and changes sign from one column of sites to the next. The lattice gives $\lambda=\tfrac{\Gamma}{2}(2+1-1)=\Gamma$, while $Dq^2=\Gamma\pi^2/4\approx2.5\,\Gamma$. The value $\Gamma$ can be understood directly. Half of all hops go along $x$, at the rate $\Gamma/2$, and each carries probability to a column of opposite sign. It thus removes one unit from its own column and adds one unit of the wrong sign to the next, which reduces the amplitude twice.

### Stage 10: the profile around the starting site

The mean-square displacement follows $4Dt$ from the start, but the distribution of positions takes time to approach the solution of the diffusion equation. The starting site itself shows this.

An adatom that is certainly at the origin at $t=0$ is described by an equal mixture of all waves with $-\pi<q_xa\le\pi$ and $-\pi<q_ya\le\pi$. The integral of $e^{iq_xx}$ over this range vanishes on every column except $x=0$, and likewise for $y$. Letting each wave decay gives the probability of being at the origin,

$$
P_0(t)=\frac{a^2}{(2\pi)^2}\int e^{-\lambda(\mathbf q)t}\,d^2q .
$$

At $t=0$ the integral is $(2\pi/a)^2$ and $P_0=1$, as it must be. For $\Gamma t\gg1$ the short waves have died out. One may then replace $\lambda$ by $Dq^2$ and extend the integral to the whole plane. In polar coordinates,

$$
P_0\approx\frac{a^2}{(2\pi)^2}\,2\pi\int_0^\infty q\,e^{-Dq^2t}\,dq
=\frac{a^2}{2\pi}\cdot\frac{1}{2Dt}=\frac{a^2}{4\pi Dt}=\frac{1}{\pi\Gamma t},
$$

where the last step uses $4D=a^2\Gamma$. This is the central value of the spreading Gaussian, multiplied by the area $a^2$ of one site.

The correction comes from the fourth-order term of $\lambda$. Expanding the exponential in that term gives

$$
e^{-\lambda t}\approx e^{-Dq^2t}\left[1+\frac{Dta^2}{12}\left(q_x^4+q_y^4\right)\right].
$$

The mean of $q_x^4$ with the weight $e^{-\alpha q_x^2}$, $\alpha=Dt$, is needed. The integral of the weight is $\sqrt\pi\,\alpha^{-1/2}$. Each derivative with respect to $\alpha$ brings down a factor $-q_x^2$, so two derivatives give the integral with $q_x^4$, which is $\tfrac12\cdot\tfrac32\sqrt\pi\,\alpha^{-5/2}$. The ratio is $3/(4\alpha^2)$. The two axes together contribute $3/(2D^2t^2)$, and

$$
P_0\approx\frac{1}{\pi\Gamma t}\left[1+\frac{Dta^2}{12}\cdot\frac{3}{2D^2t^2}\right]
=\frac{1}{\pi\Gamma t}\left[1+\frac{a^2}{8Dt}\right]
=\frac{1}{\pi\Gamma t}\left[1+\frac{1}{2\Gamma t}\right].
$$

The lattice value should exceed the Gaussian one by about 5% at $\Gamma t=10$, 2.5% at 20 and 1.3% at 40, relative to the Gaussian. The master equation gives 0.03369 against 0.03183, 0.01634 against 0.01592, and 0.00806 against 0.00796. Computed before rounding, these are excesses of about 5.8%, 2.7% and 1.3%. At the earliest time the neglected higher terms are still visible. After some tens of hops the Gaussian describes the centre of the profile to within a few per cent.

### Stage 11: hops that remember the previous one

So far the hops were independent with zero mean, and therefore uncorrelated: all pair terms $\langle\mathbf s_i\cdot\mathbf s_j\rangle$ vanished. To see how much depends on this, let the direction of each hop depend on the direction of the one before. The adatom continues forward with probability $p_f$, turns back with probability $p_b$, and goes to either side with probability $p_s$ each, where $p_f+p_b+2p_s=1$. The hop times are as before, with total rate $\Gamma$.

For a given hop $\mathbf s_i$, the two sideways possibilities are opposite and cancel in the mean of the next hop:

$$
\langle\mathbf s_{i+1}\rangle_{\text{given }\mathbf s_i}=p_f\,\mathbf s_i-p_b\,\mathbf s_i=c\,\mathbf s_i,\qquad c=p_f-p_b .
$$

Each further hop multiplies the mean by another factor $c$, so after $m$ hops it is $c^m\mathbf s_i$. Taking the scalar product with $\mathbf s_i$ gives

$$
\langle\mathbf s_i\cdot\mathbf s_{i+m}\rangle=a^2c^m .
$$

Among $n$ hops there are $n-m$ pairs that lie $m$ hops apart. The mean-square displacement is

$$
\langle R_n^2\rangle=na^2+2a^2\sum_{m=1}^{n-1}(n-m)c^m .
$$

To evaluate the sum, note that $n-m$ is the number of integers $j$ with $m\le j\le n-1$. The sum can therefore be written as a sum of geometric series. For $c\neq1$,

$$
\sum_{m=1}^{n-1}(n-m)c^m=\sum_{j=1}^{n-1}\sum_{m=1}^{j}c^m
=\frac{c}{1-c}\sum_{j=1}^{n-1}\left(1-c^j\right)
=\frac{c}{1-c}\left[n-\frac{1-c^n}{1-c}\right].
$$

In the last step the term $j=0$, which is zero, was added, and $\sum_{j=0}^{n-1}c^j=(1-c^n)/(1-c)$ was used. Since $1+2c/(1-c)=(1+c)/(1-c)$,

$$
\langle R_n^2\rangle=a^2\left[n\,\frac{1+c}{1-c}-\frac{2c(1-c^n)}{(1-c)^2}\right].
$$

For $c=0$ this is $na^2$. For $n=1$ the bracket is $(1+c-2c)/(1-c)=1$, as it must be for a single hop.

Now fix the time instead of $n$. The mean of $n$ is $\Gamma t$. A hop changes $c^n$ to $c\,c^n$, so $d\langle c^n\rangle/dt=-\Gamma(1-c)\langle c^n\rangle$ and $\langle c^n\rangle=e^{-(1-c)\Gamma t}$. Therefore

$$
\langle R^2\rangle=a^2\left[\frac{1+c}{1-c}\,\Gamma t-\frac{2c}{(1-c)^2}\left(1-e^{-(1-c)\Gamma t}\right)\right].
$$

At short times the exponential is $1-(1-c)\Gamma t$, and the bracket becomes $\Gamma t\,(1+c-2c)/(1-c)=\Gamma t$. At such times hardly any adatom has hopped more than once, and a single hop gives $R^2=a^2$ whatever its direction, so the initial slope is that of the uncorrelated walk. At times long compared with $1/[(1-c)\Gamma]$ the second term is constant, and the slope gives

$$
D=\frac{a^2\Gamma}{4}\,\frac{1+c}{1-c}.
$$

Take $p_f=0.4$ and $p_b=p_s=0.2$, so $c=0.2$. The formula for six hops gives $16\,[6\times1.5-0.625]=134.0$ angstrom². The complete list of walks, each weighted with its probability, gives 134.001 angstrom². The long-time factor is $1.2/0.8=1.5$. An independent value comes from the decay rate of a very long wave, with the direction of the last hop kept as part of the state of the adatom. It is $1.09\times10^{10}$ angstrom²/s, which is 1.5 times the uncorrelated $D$. That it coincides with $D_x$ of Stage 8 is due to the chosen parameters, which give the factor $3/2$ in both cases.

A modest preference for going forward has thus raised the diffusivity by half, at an unchanged hop rate. A preference for turning back has the opposite effect. As $c\to-1$ the adatom shuttles between two sites, and $D\to0$ however large $\Gamma$ is. As $c\to1$ the formula diverges. At $c=1$ the adatom never turns, $R_n^2=n^2a^2$, and no diffusivity exists.

This limits what a measured diffusivity can tell about hopping. When all four directions are equally likely on average, the quantity $4D/a^2$ is the hop rate if successive hops are independent. If they are not, it is the hop rate multiplied by $(1+c)/(1-c)$ in this model, and $D$ alone cannot separate the two factors. In this model, where a correlated hop still waits a time of order $1/\Gamma$, the short-time slope of $\langle R^2\rangle$, or a direct count of hops, can. That is not so for the running-on mentioned in Stage 5. There the second hop follows within a few attempt periods, the slope of $\langle R^2\rangle$ already equals $4D$ at any time longer than that, and the correlation shows instead as jumps longer than $a$. The results of the numerical tests in both parts are collected in the output below.

## Computed values

```
lattice spacing: 4.0 angstrom
barrier: 0.60 eV
thermal energy: 0.06 eV
attempt frequency per direction: 1.0e+13 1/s
hop rate per direction k: 4.5400e+08 1/s
total hop rate Gamma: 1.8160e+09 1/s
mean residence time: 5.5066e-10 s
attempt period: 1.0e-13 s
residence time / attempt period: 5507
diffusivity D: 7.2640e+09 angstrom^2/s
diffusivity D: 6.2746e-07 atomic units
chosen long time: 1.0e-03 s
mean number of hops in it: 1.8160e+06
rms displacement in it: 5390.4 angstrom
total path length in it: 7.2640e+06 angstrom
hops in enumerated walks: 6
enumerated <R^2>, no memory: 96.000 angstrom^2
Gamma t = 10: master-eq. <R^2> 160.000 angstrom^2
  origin probability 0.03369, Gaussian 0.03183
Gamma t = 20: master-eq. <R^2> 320.000 angstrom^2
  origin probability 0.01634, Gaussian 0.01592
Gamma t = 40: master-eq. <R^2> 640.000 angstrom^2
  origin probability 0.00806, Gaussian 0.00796
simulated walkers: 20000, Gamma t = 20
simulated mean hops: 20.017 +/- 0.031
simulated <R^2>: 321.66 +/- 2.34 angstrom^2
periodic lattice side: 24 sites
slowest lattice decay rate: 3.0939e+07 1/s
Fick decay rate D q^2: 3.1117e+07 1/s
ratio lattice / Fick: 0.99430
unequal axes, rate ratio kx/ky: 3.0
  Dx 1.0896e+10, Dy 3.6320e+09 angstrom^2/s
  mean of Dx and Dy: 7.2640e+09 angstrom^2/s
memory: forward 0.4, back 0.2, each side 0.2
memory coefficient c: 0.20
enumerated <R^2>, with memory: 134.001 angstrom^2
D with memory, diagonalized: 1.0896e+10 angstrom^2/s
D with memory / D without: 1.5000
```
